# The Retarded Self-Energy of a Semi-Infinite Tight-Binding Lead

A single site is coupled by 0.8 eV to a long chain whose energy band runs from 0 to 4 eV. At $E=-0.5$ eV, below the band, the quadratic equation for the self-energy of the chain has two real solutions, $-0.32$ eV and $-1.28$ eV. Direct solution of a chain of 40 000 sites gives $-0.32$ eV. Neither solution carries a wave, so the instruction "take the outgoing wave" does not decide between them. A criterion is needed that works at this energy and reduces to the outgoing wave inside the band.

## Eliminating the lead

The lead has sites $j=1,2,\dots$, one orthogonal orbital per site, on-site energy $\varepsilon_0$ and matrix element $-t$ between neighbours, with $t>0$. Site 0, the device, has energy $\varepsilon_d$ and is coupled to site 1 by $-t_c$, with $t_c$ real. States evolve as $e^{-iE\tau/\hbar}$, where $\tau$ is time. The retarded Green function is $G=(z-H)^{-1}$ with $z=E+i\eta$, and $\eta\to0^+$ is taken after the lead has become infinite.

Column 0 of $(z-H)G=1$ gives, on the device site and on the lead sites,

$$(z-\varepsilon_d)G_{00}+t_cG_{10}=1,\qquad \sum_{l\ge1}(z-H_L)_{jl}G_{l0}=-t_c\,\delta_{j1}G_{00}, \tag{1}$$

where $H_L$ is the Hamiltonian of the isolated lead. Let $g_j$ be the element $(j,1)$ of $(z-H_L)^{-1}$. The second equation then gives

$$G_{j0}=-t_c\,g_j\,G_{00}. \tag{2}$$

Inserting $G_{10}=-t_cg_1G_{00}$ into the first equation gives

$$G_{00}=\frac{1}{z-\varepsilon_d-\Sigma(z)},\qquad \Sigma(z)=t_c^2\,g_1(z). \tag{3}$$

The coupling enters twice, once into the lead and once back, so its sign drops out. No approximation has been made: the infinite lead has been replaced by one function of energy.

## The decaying solution

The column $g_j$ obeys

$$(z-\varepsilon_0)g_1+t\,g_2=1,\qquad (z-\varepsilon_0)g_j+t\,g_{j-1}+t\,g_{j+1}=0\quad(j\ge2). \tag{4}$$

A trial solution $\mu^j$ of the second equation requires

$$\mu+\frac1\mu=-\frac{z-\varepsilon_0}{t}. \tag{5}$$

If $\mu$ is a root, so is $1/\mu$. Neither can lie on the unit circle when $\eta>0$, because $\mu=e^{i\varphi}$ would make $z=\varepsilon_0-2t\cos\varphi$ real. One root therefore has modulus below one and the other above one. From here on $\mu$ denotes the smaller, and the general solution is $g_j=A\mu^j+B\mu^{-j}$.

For $\eta>0$ the resolvent of a Hermitian Hamiltonian turns a normalizable source into a normalizable vector. The source here is a unit amplitude on site 1, so $\sum_j|g_j|^2$ must be finite, and $B=0$. To find $A$, extend the solution to $j=0$ by $g_0=A$. The extended sequence obeys the second equation of (4) at $j=1$ also, so $(z-\varepsilon_0)g_1+tg_2=-tg_0$. Comparison with the first equation gives $-tA=1$, hence

$$g_j=-\frac{\mu^j}{t},\qquad \Sigma=-\frac{t_c^2}{t}\,\mu,\qquad |\mu|<1. \tag{6}$$

This is the selection rule for all energies: the response to a source at the end of the lead decays into the lead when $\eta>0$.

It is convenient to set $\lambda=-\mu$ and $x=(z-\varepsilon_0)/2t$. Then

$$\Sigma=\frac{t_c^2}{t}\lambda,\qquad \lambda+\frac1\lambda=2x,\qquad |\lambda|<1. \tag{7}$$

Since $1/\lambda=\lambda^*/|\lambda|^2$, the imaginary part of the middle relation is

$$\operatorname{Im}\lambda\left(1-\frac1{|\lambda|^2}\right)=\frac{\eta}{t}>0. \tag{8}$$

The bracket is negative, so $\operatorname{Im}\Sigma<0$. At finite $\eta$ the sign of the imaginary part and the condition of decay choose the same root. On the real axis outside the band both roots are real and the sign test has nothing left to act on.

## Inside the band: the outgoing wave

Write $X=(E-\varepsilon_0)/2t$ for real energy. For $|X|<1$ set

$$E=\varepsilon_0-2t\cos ka,\qquad 0<ka<\pi, \tag{9}$$

with $a$ the lattice spacing. At $\eta=0$ the roots of (5) are $e^{ika}$ and $e^{-ika}$, both of modulus one. To see which is the limit of the decaying root, put $\mu=e^{i(\pm ka+\delta)}$ and expand $z=\varepsilon_0-2t\cos(\pm ka+\delta)$ to first order in $\delta$:

$$i\eta=\pm2t\sin(ka)\,\delta. \tag{10}$$

The group velocity belonging to $+k$ is $v=\hbar^{-1}dE/dk=(2ta/\hbar)\sin ka$, which is positive. Because $\ln|\mu|=-\operatorname{Im}\delta$,

$$\ln|\mu|=\mp\frac{\eta a}{\hbar v}. \tag{11}$$

The upper sign decays. The retarded root is thus $\mu=e^{ika}$, whose group velocity points away from the device.

The direction can also be read from the probability current. On the lead sites $j\ge2$, $i\hbar\dot\psi_j=\varepsilon_0\psi_j-t(\psi_{j+1}+\psi_{j-1})$. Forming $2\operatorname{Re}(\psi_j^*\dot\psi_j)$ gives

$$\frac{d|\psi_j|^2}{d\tau}=J_{j-1}-J_j,\qquad J_j=\frac{2t}{\hbar}\operatorname{Im}(\psi_j^*\psi_{j+1}). \tag{12}$$

For $\psi_{j+1}=e^{ika}\psi_j$ this is $J_j=(v/a)|\psi_j|^2$, a current towards larger $j$.

With $\cos ka=-X$ and $\sin ka=+\sqrt{1-X^2}$, equation (6) becomes

$$\Sigma=-\frac{t_c^2}{t}e^{ika}=\frac{t_c^2}{t}\left[X-i\sqrt{1-X^2}\right],\qquad |X|<1. \tag{13}$$

The broadening is

$$\Gamma=-2\operatorname{Im}\Sigma=\frac{2t_c^2}{t}\sin ka=\frac{t_c^2}{t^2}\frac{\hbar v}{a}. \tag{14}$$

Take the round model parameters $\varepsilon_0=2$ eV, $t=1$ eV, $t_c=0.8$ eV and $a=0.25$ nm, so that $t_c^2/t=0.64$ eV. At $E=0.1$ eV, $X=(0.1-2)/2=-0.95$ and $\sqrt{1-X^2}=0.3122$. Then

$$\Sigma=0.64\,(-0.95-0.3122\,i)\ \text{eV}=(-0.608-0.1998\,i)\ \text{eV},$$

and $\Gamma=0.3997$ eV. The velocity follows from $\hbar v/a=0.6245$ eV as $2.37\times10^5$ m/s. The direct solution at $\eta=0.001$ eV gives $(-0.6070-0.1995\,i)$ eV; the difference, about 0.001 eV, is the effect of the finite $\eta$. Its amplitude ratio between the first two sites has $\ln|\mu|=-0.001601$, in agreement with $-0.001/0.6245$ from (11).

The sign convention matters for $k$, not for $\Sigma$. Reversing the sign of every second orbital changes $t$ into $-t$ and leaves $g_1$ unchanged. For a lead with negative $t$, one therefore uses $|t|$ in the bracketed form of (13). The outgoing wave is still the one with positive group velocity, although its $k$ in (9) is then negative.

## Outside the band: the evanescent state

For $|X|>1$ the roots of $\lambda^2-2X\lambda+1=0$ are real. Their product is one and their sum is $2X$, so both have the sign of $X$. The one of smaller modulus is

$$\Sigma=\frac{t_c^2}{t}\left[X-\operatorname{sgn}(X)\sqrt{X^2-1}\right],\qquad |X|>1, \tag{15}$$

because $|X|-\sqrt{X^2-1}=1/(|X|+\sqrt{X^2-1})<1$.

At $E=-0.5$ eV, $X=-1.25$ and $\sqrt{X^2-1}=0.75$, so $\lambda=-0.5$ and $\Sigma=-0.32$ eV. The rejected root is $\lambda=-2$, which gives $-1.28$ eV. This answers the opening question: in the accepted solution the amplitude halves from site to site, and in the rejected one it doubles. Below the band $\mu=+0.5$ and neighbouring amplitudes have equal signs; at 4.5 eV, above the band, $\mu=-0.5$ and they alternate. In both cases $\psi_j^*\psi_{j+1}$ is real, the current (12) vanishes, and $\Gamma=0$. A stationary state at such an energy is shifted by the lead but not drained. An electron placed on the device site alone is not in a stationary state, and part of its probability can still escape into the band.

The small imaginary part of the direct result at $-0.5$ eV, $-0.00021$ eV, comes from $\eta$. Differentiating (7) gives $(1-\lambda^{-2})\,d\lambda=dE/t$, so

$$\frac{d\Sigma}{dE}=\frac{t_c^2}{t^2}\frac{1}{1-\lambda^{-2}}. \tag{16}$$

For $\lambda=-0.5$ this is $0.64/(1-4)=-0.213$, and multiplication by $\eta=0.001$ eV reproduces the number.

Far from the band, $|X|\gg1$, the decaying root is $\lambda\simeq1/(2X)$ and $\Sigma\simeq t_c^2/(E-\varepsilon_0)$. This is second-order level repulsion by the first lead site. The growing root would instead give a self-energy that increases in proportion to $E-\varepsilon_0$.

## One formula, and the band edges

Both branches are boundary values of

$$\Sigma(z)=\frac{t_c^2}{t}\left[x-\sqrt{x-1}\,\sqrt{x+1}\right],\qquad \operatorname{Im}x>0, \tag{17}$$

with principal square roots, whose real parts are not negative. The bracket solves the quadratic and is continuous in the upper half plane. At $x=iy$ with $y>0$ the product of roots is $i\sqrt{1+y^2}$, so the bracket is $i(y-\sqrt{1+y^2})$, of modulus below one. Since the modulus cannot equal one for $\eta>0$, it stays below one throughout the half plane. As $\eta\to0^+$ the product tends to $\sqrt{X^2-1}$ for $X>1$, to $i\sqrt{1-X^2}$ for $|X|<1$, and to $i\cdot i\sqrt{X^2-1}=-\sqrt{X^2-1}$ for $X<-1$. These are the signs in (13) and (15).

The two roots must not be merged into $\sqrt{x^2-1}$. For $\operatorname{Re}x<0$ the imaginary part of $x^2-1$ is negative, so its principal root has a negative imaginary part. The product in (17) has a positive one, because its argument lies between 0 and $\pi$. The merged form therefore has the wrong sign on the left half of the energy axis. At 0.1 eV it gives $\operatorname{Im}\Sigma=+0.200$ eV, a lead that feeds the device instead of draining it; at $-0.5$ eV it gives the growing root. At 3.5 eV it agrees with (17).

At the edges $X=\pm1$ the two roots coincide and $\Sigma=\pm t_c^2/t$. Near the lower edge let $\zeta=z-(\varepsilon_0-2t)$. Then $x+1=\zeta/2t$ and $\sqrt{x-1}\simeq i\sqrt2$, so

$$\Sigma\simeq-\frac{t_c^2}{t}\left[1+i\sqrt{\zeta/t}\right]. \tag{18}$$

For real $\zeta>0$ the absorption grows as a square root; for $\zeta<0$, where $\sqrt\zeta=i\sqrt{|\zeta|}$, the correction is real. The expansion (10) fails here because $v\to0$, and the error caused by a finite $\eta$ scales as $\sqrt\eta$. For $\eta=10^{-4}$ eV, (18) predicts a shift of magnitude $0.64\times0.01=0.0064$ eV, which is 64 times $\eta$. The direct value is 0.00638 eV.

## Why the lead must be infinite first

For a lead of $N$ sites the solution must vanish at $j=N+1$, so $g_j=A(\mu^j-\mu^{2N+2-j})$. The condition $-tg_0=1$ still holds, and

$$g_1^{(N)}=-\frac{\mu}{t}\,\frac{1-\mu^{2N}}{1-\mu^{2N+2}}. \tag{19}$$

The factor $\mu^{2N}$ describes a trip to the far end and back. Outside the band it vanishes as $N\to\infty$ even at $\eta=0$. Inside the band, when $\eta$ is much smaller than the distance to the nearer band edge, its modulus is $\exp(-2N\eta a/\hbar v)$, so (6) is recovered when

$$2N\eta\gg\hbar v/a. \tag{20}$$

If $\eta\to0$ first, $\mu=e^{ika}$ and (19) becomes $-\sin(Nka)/[t\sin((N+1)ka)]$, which is real: the wave returns and nothing is absorbed. The exceptions are the discrete levels of the finite lead, where $\sin((N+1)ka)=0$ and the expression diverges.

At the band centre $\hbar v/a=2$ eV. With $N=40\,000$ and $\eta=10^{-3}$ eV the exponent is 40, and the echo is negligible. With $N=200$ and $\eta=10^{-6}$ eV it is $2\times10^{-4}$. Then $\mu^{400}\simeq1-2\times10^{-4}$ and $\mu^{402}\simeq-1$, so the fraction in (19) is about $10^{-4}$. Accordingly $\operatorname{Im}\Sigma$ is $-6.4\times10^{-5}$ eV instead of $-0.64$ eV.

## The two regions are tied together

Expanding $g_1$ in the eigenstates of the lead gives a sum of positive weights divided by $z-E'$. In the infinite lead this becomes

$$\Sigma(z)=\int_{\varepsilon_0-2t}^{\varepsilon_0+2t}\frac{W(E')}{z-E'}\,dE',\qquad W(E)=-\frac{\operatorname{Im}\Sigma(E)}{\pi}\ge0. \tag{21}$$

There is no discrete term, since $|\lambda|\le1$ leaves $\Sigma$ without a pole. The absorption inside the band thus fixes the real part everywhere, as a principal value when $E$ lies in the band. Numerical integration of (21) gives $-0.320$, $-0.608$ and $+0.320$ eV at $-0.5$, 0.1 and 4.5 eV, as (13) and (15) require. Below the band every denominator is negative, hence $\Sigma<0$; on both sides $d\Sigma/dE<0$. The growing root has the opposite slope and cannot come from positive weights.

## Escape and binding

For weak coupling and $\varepsilon_d$ well inside the band, $\Sigma$ may be evaluated at $\varepsilon_d$ in (3). Except at very short and very long times, where the decay is not exponential, the device amplitude then evolves approximately as $e^{-i(\varepsilon_d+\Sigma)\tau/\hbar}$ and its probability as $e^{-\Gamma\tau/\hbar}$. For $t_c=0.1$ eV and $\varepsilon_d=\varepsilon_0$, (14) gives $\Gamma=2\times0.01/1=0.020$ eV and a lifetime $\hbar/\Gamma=32.9$ fs. Time evolution on a finite chain, read before the echo returns, gives 0.0201 eV. The excess of 0.5% is the energy dependence of $\Sigma$: at the centre $\lambda=-i$, so (16) gives $d\Sigma/dE=0.01/2=0.005$, and the pole of (3), measured from $\varepsilon_d$, moves from $\Sigma$ to $\Sigma/(1-0.005)$. This pole lies below the real axis, on the continuation of (13) through the band. There $z-\varepsilon_0=(t_c^2/t)\lambda$ together with $z-\varepsilon_0=t\lambda+t/\lambda$ gives $\lambda^2=-t^2/(t^2-t_c^2)$, so $|\lambda|\simeq1.005$. The condition $|\lambda|<1$ of (7) was derived for $\eta>0$ and does not apply to this continuation.

Outside the band the choice of root decides whether a bound state exists. Let $t_c=t$ and $\Delta=\varepsilon_d-\varepsilon_0>0$. A pole of (3) requires $E-\varepsilon_d=t\lambda$, while (7) gives $E=\varepsilon_0+t\lambda+t/\lambda$. Subtraction leaves $\lambda=t/\Delta$. The condition $|\lambda|<1$ demands $\Delta>t$, and then

$$E_b=\varepsilon_0+\Delta+\frac{t^2}{\Delta}. \tag{22}$$

By (2) and (6) the amplitudes are $\psi_j=\mu^j\psi_0$. Normalization, $|\psi_0|^2\sum_{j\ge0}\lambda^{2j}=1$, gives the device weight $1-\lambda^2=1-t^2/\Delta^2$. For $\Delta=1.5$ eV, $E_b=2+1.5+0.6667=4.1667$ eV and the weight is $1-0.4444=0.5556$; diagonalization of a 400-site chain agrees with both.

With the growing root the pole condition is $E-\varepsilon_d=t/\lambda$, which gives $\lambda=\Delta/t$. This misses the true state and, for $0<\Delta<t$, invents another. At $\Delta=0.5$ eV the false state lies at $2+0.5+2=4.5$ eV, whereas the highest level of the 400-site chain is 3.9999 eV, inside the band.

## Range of validity

The closed forms require a uniform lead with one orbital per site, nearest-neighbour coupling and no scattering. In a transistor model the electrostatic potential must therefore be flat from site 1 onwards; a constant contact potential energy is added to $\varepsilon_0$. Sites where the potential still bends belong to the device. If a wider lead separates into independent transverse modes, each mode is a uniform chain of the kind treated here, and the coupling to the device does not mix the modes, the formulas hold for each mode with its own $\varepsilon_0$, $t$ and $t_c$. Otherwise $\Sigma$ is in general a matrix, and the criterion of decay at $\eta>0$ must be applied to the lead solutions as a set. The numerical output below lists the values used here.

## Table of computed values

```
e0 = 2.00 eV, t = 1.00 eV, tc = 0.80 eV
lattice spacing a = 0.25 nm
band from 0.00 to 4.00 eV
direct solution: N = 40000, eta = 0.0010 eV
E = -0.50 eV: X = -1.250
  Sigma formula = -0.32000+0.00000j eV
  Sigma direct  = -0.32000-0.00021j eV
  rejected growing root = -1.28000 eV
E = 0.10 eV: X = -0.950
  Sigma formula = -0.60800-0.19984j eV
  Sigma direct  = -0.60703-0.19952j eV
E = 2.00 eV: X = 0.000
  Sigma formula = 0.00000-0.64000j eV
  Sigma direct  = 0.00000-0.63968j eV
E = 3.50 eV: X = 0.750
  Sigma formula = 0.48000-0.42332j eV
  Sigma direct  = 0.47964-0.42300j eV
E = 4.50 eV: X = 1.250
  Sigma formula = 0.32000+0.00000j eV
  Sigma direct  = 0.32000-0.00021j eV
  rejected growing root = 1.28000 eV
at E = 0.10 eV: ka = 0.31756 rad
  phase of mu from direct column = 0.31756 rad
  ln|mu| direct = -0.001601
  -eta*a/(hbar v) = -0.001601
  hbar v/a = 0.62450 eV, v = 2.372e+05 m/s
  Gamma = 0.39968 eV
single-root formula at -0.50 eV = -1.28000+0.00085j eV
single-root formula at 0.10 eV = -0.60897+0.20016j eV
single-root formula at 3.50 eV = 0.47964-0.42300j eV
order of limits, E = 2 eV, N = 200, eta = 1e-6 eV:
  Im Sigma = -6.400e-05 eV
lower edge: Sigma = -0.64000 eV
  shift at eta = 1e-4 eV: direct 0.006377 eV
  square-root law 0.006400 eV
dispersion integral at -0.50 eV = -0.32000 eV
dispersion integral at 0.10 eV = -0.60800 eV
dispersion integral at 4.50 eV = 0.32000 eV
tc = t, Delta = 1.50 eV: bound energy = 4.16667 eV
  diagonalization = 4.16667 eV, weight = 0.55556
tc = t, Delta = 0.50 eV: false state = 4.50000 eV
  highest true level, N = 400: 3.99994 eV
weak coupling 0.10 eV: Gamma = 0.02000 eV
  hbar times decay rate from dynamics = 0.02010 eV
  lifetime hbar/Gamma = 32.91 fs
```
